\section*{Hellmann-Feynman forces and the two-component density of a heavy diatomic}

\section*{Question}

I am studying one electron in the field of two clamped point nuclei, each of charge $Z=50$, at a separation $R=0.04$ bohr. I transform the Dirac Hamiltonian to an exactly decoupled two-component Hamiltonian $h$ and obtain its normalized ground state $\phi$. The energy agrees with the four-component one to all printed digits.

For the force on a nucleus I reasoned as follows. The Hellmann-Feynman theorem says that the electronic force is the classical electrostatic force of the electron cloud. My cloud is $\phi^\dagger\phi$, so I computed its field at the nucleus and multiplied by $Z$. This corresponds to an electronic energy gradient of about $35\,390$ hartree/bohr. The slope of my two-component energy curve is about $32\,470$ hartree/bohr.

Is this an incomplete basis, a failure of the theorem for $h$, or something else? If the decoupling is exact, why does its density not give the force?

\section*{Answer}

The theorem holds for $h$, and the basis is not the main cause. The derivative of $h$ with respect to a nuclear position is not the derivative of the bare attraction $V$, because the transformation has mixed $V$ into every part of $h$. The force operator must undergo the same change of picture as the Hamiltonian.

\subsection*{The force in the four-component picture}

I use Hartree atomic units. Nucleus $A$ is at $z_A=R/2$ and $B$ at $z_B=-R/2$ on the $z$ axis. With the rest energy subtracted,
\begin{equation}
H=c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2+V,\qquad
V=-\frac{Z}{|\mathbf r-\mathbf R_A|}-\frac{Z}{|\mathbf r-\mathbf R_B|}.
\end{equation}
Quantum-electrodynamic corrections, nuclear size and nuclear magnetism are left out. Let $\partial$ denote $\partial/\partial z_A$ and define
\begin{equation}
D=\partial V=-Z\,\frac{z-z_A}{|\mathbf r-\mathbf R_A|^3}.
\end{equation}
The energy depends on $z_A-z_B$ alone, so $G=\partial E=dE/dR$. The electronic force on $A$ is $-G$. Nuclear repulsion is a separate term that no electronic transformation touches.

For a normalized eigenstate $\psi$,
\begin{align}
\partial E&=\langle\partial\psi|H|\psi\rangle+\langle\psi|\partial H|\psi\rangle+\langle\psi|H|\partial\psi\rangle\\
&=E\,\partial\langle\psi|\psi\rangle+\langle\psi|D|\psi\rangle=\langle\psi|D|\psi\rangle .
\end{align}
The norm is constant, and $V$ is the one part of $H$ that contains $z_A$. Since $D$ multiplies all four components by the same function,
\begin{equation}
G=\int \psi^\dagger\psi\; D\,d^3r .
\label{four}
\end{equation}
The classical picture is therefore right for the density $\psi^\dagger\psi$. For a point nucleus the integral needs a check. The $s_{1/2}$ and $p_{1/2}$ parts of the large component both behave as $s^{\gamma-1}$ at distance $s$ from $A$, with $\gamma=\sqrt{1-Z^2/c^2}$. Their product, times $s^{-2}$ from $D$ and $s^2$ from the volume element, gives $s^{2\gamma-2}$. The small component carries the same power of $s$, so its contribution is no more singular. Both are integrable for $\gamma>1/2$, which holds for all charges used below.

\subsection*{What the transformation does to the force}

Write $\psi=(\psi_L,\psi_S)$, and let $X$ be the operator that gives $\psi_S=X\psi_L$ for all positive-energy states. With
\begin{equation}
N=1+X^\dagger X,\qquad M=1+XX^\dagger,
\end{equation}
the decoupling transformation is
\begin{equation}
U=\begin{pmatrix}N^{-1/2}&N^{-1/2}X^\dagger\\-M^{-1/2}X&M^{-1/2}\end{pmatrix}.
\end{equation}
Its upper row turns $\psi$ into $N^{-1/2}(1+X^\dagger X)\psi_L=N^{1/2}\psi_L=\phi$, and its lower row gives $M^{-1/2}(-X\psi_L+X\psi_L)=0$. The norm is preserved: $\langle\phi|\phi\rangle=\langle\psi_L|1+X^\dagger X|\psi_L\rangle=1$. The matrix $K=UHU^\dagger$ is block diagonal, and its upper block is
\begin{equation}
h=N^{-1/2}\left[V+c\,\boldsymbol\sigma\cdot\mathbf p\,X+X^\dagger c\,\boldsymbol\sigma\cdot\mathbf p+X^\dagger(V-2c^2)X\right]N^{-1/2}.
\end{equation}
Here $V$ appears explicitly in two places and also inside $X$ and $N$. Replacing $\partial h$ by $D$ would be justified if $h$ were a fixed kinetic operator plus $V$. It is not.

Now differentiate $K$, including the dependence of $U$ on the nuclear position:
\begin{equation}
\partial K=(\partial U)HU^\dagger+UDU^\dagger+UH(\partial U^\dagger).
\end{equation}
Define $A=(\partial U)U^\dagger$. Differentiating $UU^\dagger=1$ gives $U\,\partial U^\dagger=-A$, so $A^\dagger=-A$. Inserting $U^\dagger U=1$ next to $H$ in the first and last terms gives
\begin{equation}
\partial K=UDU^\dagger+AK-KA .
\end{equation}
Because $K$ has no off-diagonal blocks, the upper block is
\begin{equation}
\partial h=F_2+[A_{++},h],\qquad
F_2=N^{-1/2}\left(D+X^\dagger D X\right)N^{-1/2}.
\end{equation}
In an eigenstate $h\phi=E\phi$ the commutator averages to $E\langle A_{++}\rangle-\langle A_{++}\rangle E=0$. Therefore
\begin{equation}
G=\langle\phi|\partial h|\phi\rangle=\langle\phi|F_2|\phi\rangle .
\end{equation}
The response of $U$ drops out, but the transformation of $D$ remains. Substituting $\phi=N^{1/2}\psi_L$ confirms it:
\begin{equation}
\langle\phi|F_2|\phi\rangle=\langle\psi_L|D|\psi_L\rangle+\langle\psi_S|D|\psi_S\rangle ,
\end{equation}
which is Eq.~\eqref{four}. Your number is instead $G_{\rm naive}=\langle\phi|D|\phi\rangle$.

The same applies to the word ``density''. If the operator $\delta(\mathbf r-\mathbf r_0)$ is transformed as $D$ was, its expectation value in $\phi$ is $\psi^\dagger\psi$ at $\mathbf r_0$, and the field of that density is correct. The product $\phi^\dagger\phi$ is a different function with the same integral.

If $U$ depends on the nuclear positions, the cancellation of the response is guaranteed only by exact decoupling. Suppose an approximate $U$ leaves off-diagonal blocks $K_{+-}$ and $K_{-+}$, which are then discarded, and $\phi$ is an eigenstate of $K_{++}$. The upper block of $AK-KA$ now contains $A_{+-}K_{-+}-K_{+-}A_{-+}$ as well. With $A_{-+}=-A_{+-}^\dagger$ and $K_{+-}=K_{-+}^\dagger$, the energy derivative acquires the extra term
\begin{equation}
2\,{\rm Re}\,\langle\phi|A_{+-}K_{-+}|\phi\rangle .
\end{equation}
This term vanishes if $U$ does not depend on the nuclear positions, since then $A=0$. Otherwise transforming $D$ is in general not enough, and one has to differentiate the approximate Hamiltonian itself.

\subsection*{The sign and size at leading order}

The lower row of the Dirac equation reads
\begin{equation}
c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_L+(V-2c^2)\psi_S=E\psi_S ,
\end{equation}
so $\psi_S=(2c^2+E-V)^{-1}c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_L$. For weak relativity, $X\approx\boldsymbol\sigma\cdot\mathbf p/(2c)$. Since $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, this gives $N^{-1/2}\approx1-p^2/(8c^2)$, and through order $c^{-2}$
\begin{align}
F_2-D&\approx\frac{1}{4c^2}\,\boldsymbol\sigma\cdot\mathbf p\,D\,\boldsymbol\sigma\cdot\mathbf p-\frac{1}{8c^2}\left(p^2D+Dp^2\right)\\
&=-\frac1{8c^2}\left[\boldsymbol\sigma\cdot\mathbf p,[\boldsymbol\sigma\cdot\mathbf p,D]\right].
\end{align}
The second line follows by expanding the double commutator to $p^2D-2\,\boldsymbol\sigma\cdot\mathbf p\,D\,\boldsymbol\sigma\cdot\mathbf p+Dp^2$.

At this order the average may be taken with the nonrelativistic ground state, a real $\sigma$ orbital $u$ times a spin function. The first term contains $|\nabla u|^2$ plus a spin term proportional to $\nabla u\times\nabla u=0$. In the second, $p^2u=-\nabla^2u$. With $\rho=u^2$,
\begin{align}
\langle F_2-D\rangle&=\frac1{4c^2}\int D\left(|\nabla u|^2+u\nabla^2u\right)d^3r\\
&=\frac1{8c^2}\int D\,\nabla^2\rho\,d^3r ,
\label{lap}
\end{align}
because $\nabla^2(u^2)=2|\nabla u|^2+2u\nabla^2u$.

The function $D$ is harmonic except at $A$. Cut out a small sphere of radius $\epsilon$ around $A$ and let $s$ and $\theta$ be polar coordinates there. The density near $A$ is
\begin{equation}
\rho=\rho_0(1-2Zs)+g\,s\cos\theta+\ldots,
\end{equation}
where $g$ is the $z$ slope at $A$ after the spherical cusp has been separated off. The spherical part drops out on integrating over angles, since $D=-Z\cos\theta/s^2$. For the rest, Green's theorem with outward normal $-\hat{\mathbf s}$ gives
\begin{align}
\int D\,\nabla^2\rho\,d^3r
&=-\int\epsilon^2\left(D\,\partial_s\rho-\rho\,\partial_sD\right)d\Omega\\
&=-\int\left(-Zg\cos^2\theta-2Zg\cos^2\theta\right)d\Omega=4\pi Zg .
\end{align}
I used $\partial_sD=2Z\cos\theta/s^3$ and $\int\cos^2\theta\,d\Omega=4\pi/3$. The interior of the sphere contributes nothing as $\epsilon\to0$. The cusp at $B$ gives no surface term either, because $D$ and $\nabla\rho$ are bounded there while the area of a small sphere vanishes. Thus
\begin{equation}
G_{\rm naive}-G\approx-\frac{\pi Z}{2c^2}\,g .
\label{contact}
\end{equation}
The density at $A$ rises towards $B$, in the negative $z$ direction, so $g<0$ and the naive gradient is too large. At this order the whole error is fixed by the density slope at the nucleus on which the force acts.

Two other cases show what this means. First, place a weak probe charge far outside an atom. Over the atom, its force operator is nearly a constant $D_0$. A constant has no picture change, since
\begin{equation}
N^{-1/2}(D_0+X^\dagger D_0X)N^{-1/2}=D_0N^{-1/2}NN^{-1/2}=D_0 .
\end{equation}
The leading inverse-square force on the probe therefore follows correctly from $\phi^\dagger\phi$. At order $c^{-2}$ the trouble comes from the point where $D$ is singular, and only if the density has a slope there, as Eq.~\eqref{contact} shows.

Second, let the two nuclear charges differ. The true gradients with respect to $z_A$ and $z_B$ add to zero, because shifting both nuclei together leaves the energy unchanged. Applying Eq.~\eqref{contact} at each nucleus, the naive ones add to
\begin{equation}
-\frac{\pi}{2c^2}\left(Z_Ag_A+Z_Bg_B\right),
\end{equation}
which nothing requires to vanish. The untransformed operator can then predict a net force on an isolated molecule. Your equal nuclei hide this symptom: reflection symmetry gives $g_B=-g_A$.

\subsection*{Your diatomic in numbers}

Put $\mathbf r=\mathbf q/Z$. Then $\mathbf p=Z\mathbf p_q$, and $H$ becomes $Z^2$ times a Dirac Hamiltonian with unit nuclear charges, separation $ZR$ and light speed $c/Z$. Energies scale as $Z^2$ and gradients as $Z^3$. Your case has $ZR=2$ and $c/Z=2.741$. It is a model, not a molecule at equilibrium: the nuclear repulsion contributes $-Z^2/R^2=-1.5625\times10^6$ hartree/bohr to the total gradient, far more than the electron does.

I used Gaussian functions on both nuclei, with the small-component basis generated by $\boldsymbol\sigma\cdot\mathbf p$. The electronic gradients, in hartree/bohr, are:
\begin{center}
\begin{tabular}{lr}
nonrelativistic & $31\,290$\\
field of $\psi^\dagger\psi$ & $32\,470$\\
transformed operator in $\phi$ & $32\,470$\\
untransformed operator in $\phi$ & $35\,390$
\end{tabular}
\end{center}
The true value is $2.675$ mN and the naive one $2.915$ mN. The excess is $2915$ hartree/bohr, so relative to the true electronic gradient the error is
\begin{equation}
\frac{2915}{32\,471}=0.090 .
\end{equation}
Relativity itself raises the gradient by $32\,471.4-31\,285.6\approx1186$ hartree/bohr. The naive expression raises it by $35\,387-31\,286=4101$, about $3.5$ times as much. Your error is thus larger than the relativistic effect you wanted to include. The last digits of these gradients depend on the basis. Tighter or denser Gaussian sets raise the excess by about $0.4$, the naive gradient by up to $0.7$ and the true one by up to $0.3$ hartree/bohr, and the exact nonrelativistic gradient is $31\,286.0$. None of this changes the $9.0$ percent or the factor $3.5$.

The contact formula can be evaluated by hand. In scaled units the nonrelativistic slope in this Gaussian basis is $g=-0.1274$ (the exact value is $-0.1272$), so
\begin{equation}
G_{\rm naive}-G\approx50^3\times\frac{\pi\times0.1274}{2\times(2.741)^2}
\approx3330\ \text{hartree/bohr}.
\end{equation}
The actual excess is $0.875$ of this. The formula gives the sign and the rough size, but $Z/c=0.36$ is not small enough for more.

\subsection*{Is the basis to blame?}

There is a real basis effect in force calculations, and it should be kept apart from picture change. If the basis functions stay fixed in space while a nucleus moves, the derivation above applies to the matrices as it stands. If the functions travel with the nuclei, as they do along an ordinary energy curve, the energy also changes through the basis. These Pulay terms disappear as the basis becomes complete. The error from using $D$ in place of $F_2$ does not.

I tested both situations. With a fixed basis, a numerical derivative of $h$, averaged in $\phi$, agrees with $\langle F_2\rangle$ to a relative $7\times10^{-8}$. With a moving basis, the slope of the two-component energy curve agrees to $6\times10^{-5}$. That last difference combines basis incompleteness with the finite step in $R$; it is about $2$ hartree/bohr, against your discrepancy of $2915$.

A third test uses no force operator. Stretch the exact state by the norm-preserving change $\psi(\mathbf r)\to\lambda^{3/2}\psi(\lambda\mathbf r)$. The average of $c\,\boldsymbol\alpha\cdot\mathbf p$ is multiplied by $\lambda$, the rest-energy term is unchanged, and the average of $V$ becomes $\lambda$ times its value for separation $\lambda R$. The energy is stationary at $\lambda=1$, so
\begin{equation}
\langle c\,\boldsymbol\alpha\cdot\mathbf p\rangle+\langle V\rangle+RG=0 .
\end{equation}
Since $E=\langle c\,\boldsymbol\alpha\cdot\mathbf p\rangle+\langle V\rangle-2c^2\langle\psi_S|\psi_S\rangle$, this becomes
\begin{equation}
G=-\frac{E+2c^2\langle\psi_S|\psi_S\rangle}{R}.
\end{equation}
With $E=-2804.65$ hartree and a small-component norm of $0.040092$,
\begin{equation}
G=-\frac{-2804.65+1505.76}{0.04}\approx32\,470\ \text{hartree/bohr}.
\end{equation}
This again supports the transformed operator. For a single nucleus with $Z=50$ the energy can also be compared with the closed Dirac result. It differs by a relative $2\times10^{-4}$, mainly because that more diffuse state needs functions of smaller exponent than the basis contains. That is still far below $9$ percent.

\subsection*{How the error changes with nuclear charge}

Keeping $ZR=2$ holds the nonrelativistic shape of the state fixed while relativity grows. The second column gives the error relative to the true electronic gradient, and the third the actual excess divided by Eq.~\eqref{contact}.
\begin{center}
\begin{tabular}{rrr}
$Z$ & error (\%) & ratio\\
1 & 0.0042 & 0.990\\
5 & 0.102 & 0.960\\
25 & 2.32 & 0.879\\
50 & 8.98 & 0.875\\
70 & 18.7 & 0.963
\end{tabular}
\end{center}
From $Z=1$ to $5$ the error grows by a factor of $24$, close to the $25$ expected from $(Z/c)^2$. For a light system the shortcut may be harmless, depending on the accuracy needed; at $Z=70$ it is off by nearly a fifth.

The ratios use the slope from the Gaussian basis; with the exact slope each would be about $0.002$ larger, which does not change the trend. Their last digit is also basis dependent: tighter or denser Gaussian sets raise them by up to $0.001$, to $0.876$ at $Z=50$ and $0.964$ at $Z=70$. The ratio first falls and then rises. Its return towards one at $Z=70$ is no sign that the expansion has become accurate again, since the expansion parameter is largest there. At small $Z$ the departure from one grows more nearly as $Z$ than as $Z^2$. This suggests that the next correction is of relative order $Z/c$; I have not derived that term.

For your calculation, keep $\phi$ and $h$, and replace $D$ by $F_2$, built with the same $X$ and $N$ that produced $h$. You can equally well recover $\psi_L=N^{-1/2}\phi$ and $\psi_S=X\psi_L$ and take the field of $\psi^\dagger\psi$. Both routes give the slope of your energy curve, up to the small basis and step errors described above. The full set of values is in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
speed of light c = 137.035999 a.u.
nuclear charge Z = 50, separation R = 0.0400 bohr
scaled separation Z*R = 2.0, scaled light speed c/Z = 2.74072
basis functions with m_j=1/2 in each component space = 182
nonrelativistic electronic energy = -2756.575 hartree
Dirac electronic energy = -2804.652 hartree
two-component electronic energy = -2804.652 hartree
norm of small component = 0.040092
Energy gradients dE/dR at Z = 50, hartree/bohr:
  nonrelativistic = 31285.6
  field of four-component density = 32471.4
  transformed operator in phi = 32471.4
  untransformed operator in phi (naive) = 35386.8
  naive minus true = 2915.4
  derivative of two-component Hamiltonian in phi = 32471.4
  slope of two-component energy curve = 32473.4
  virial value = 32472.3
relative error of naive gradient = 8.978 percent
true gradient = 2.6752 mN
naive gradient = 2.9154 mN
Relative numerical mismatches (dimensionless):
  one-centre energy vs closed form = 2.1e-04
  Hamiltonian derivative vs transformed force = 7.1e-08
  energy-curve slope vs transformed force = 6.1e-05
  virial value vs transformed force = 2.7e-05
nonrelativistic density slope at A, scaled (Z=1) = -0.12740 bohr^-4
Scan at Z*R = 2 bohr; gradients in hartree/bohr:
  Z= 1: true=0.250289, naive=0.2503, error=0.00421 percent, error/contact formula=0.9895
  Z= 5: true=31.2975, naive=31.3295, error=0.10220 percent, error/contact formula=0.9604
  Z=25: true=3947.84, naive=4039.34, error=2.31773 percent, error/contact formula=0.8792
  Z=50: true=32471.4, naive=35386.8, error=8.97832 percent, error/contact formula=0.8754
  Z=70: true=92200.9, naive=109452, error=18.71023 percent, error/contact formula=0.9632
\end{verbatim}
